\section*{The Spurious Field of a Periodic Dipolar Slab and Its Correction, part 1}

(Sections cited here and not found follow in the second part.)

\section{The field imposed by periodicity}

\subsection{What symmetry and dimensions allow}

A slab that is neutral but has different faces, repeated periodically along its normal $z$, can have an electric field in the vacuum between the copies. Let $\rho(z)$ be the charge density of one slab averaged over planes parallel to the surface, and let $L$ be the period. For a given $\rho$, the form of the vacuum field $E_{\rm v}$ follows almost entirely from linearity, translation and dimensions.

Electrostatics is linear, so the field is a linear functional of the density,
\begin{equation}
E_{\rm v}=\int K(z)\,\rho(z)\,dz ,
\label{eq:kernel}
\end{equation}
where the kernel $K$ depends on Poisson's equation and on the periodic boundary condition, but not on the slab. It is smooth for source positions $z$ between the plane of observation and the next periodic copy of that plane, which is where the slab lies, and it jumps where a charge crosses that plane. There is no charge in the vacuum, so the plane-averaged field is the same throughout the gap. Moving the slab a distance $s$ along $z$, with all its copies, therefore leaves $E_{\rm v}$ unchanged as long as the plane of observation stays in vacuum. The moved density is $\rho(z-s)$, and a change of integration variable gives
\begin{equation}
\int \left[K(z+s)-K(z)\right]\rho(z)\,dz=0 .
\label{eq:shift}
\end{equation}
This holds for every neutral density that stays between the plane of observation and its next copy, before and after the shift. Take two thin sheets of opposite charge at $z_1$ and $z_2$: the bracket must have the same value at both positions, so it does not depend on $z$. Differentiation with respect to $z$ gives $K'(z+s)=K'(z)$. The slope of $K$ is a constant $c$, and $K(z)=cz+\text{constant}$. The constant contributes nothing for a neutral slab, and
\begin{equation}
E_{\rm v}=c\,m,\qquad m=\int z\,\rho(z)\,dz .
\label{eq:form}
\end{equation}
The quantity $m$ is the dipole moment per surface area. No other property of the density enters.

In Hartree atomic units a point charge $q$ has the potential $q/r$. A field then has the dimension charge/length$^2$, and $m$ has the dimension charge/length. Hence $c$ is an inverse length. The period is the one length in the problem that defines $K$, so $c=C/L$ with a pure number $C$:
\begin{equation}
E_{\rm v}=C\,\frac{m}{L}.
\label{eq:dimension}
\end{equation}
Reflection $z\to-z$ reverses both $E_{\rm v}$ and $m$, as this form requires, and a slab with a mirror plane parallel to its surfaces has neither. What remains is to find $C$, including its sign, and to see why the field is spurious.

\subsection{Conventions and the plane average}

The density $\rho$ is the total charge density, with nuclei counted positive and electrons negative. The potential $\phi$ is that felt by a positive unit charge, so an electron has the potential energy $-\phi$. The field along the normal is $E=-d\phi/dz$. One slab occupies $a<z<b$ inside the cell $-L/2<z<L/2$, and its density is negligible outside that interval. It is neutral:
\begin{equation}
\int_a^b\rho(z)\,dz=0 .
\label{eq:neutral}
\end{equation}
Neutrality makes $m$ independent of the origin, since moving the origin by $s$ changes $\int z\rho\,dz$ by $s$ times the total charge, which is zero.

A real slab also varies along $x$ and $y$. With $\mathbf r=(x,y)$ and the reciprocal vectors $\mathbf g$ of the surface lattice, write the full density $n$ and potential $V$ as
\begin{equation}
n=\sum_{\mathbf g}\rho_{\mathbf g}(z)e^{i\mathbf g\cdot\mathbf r},\qquad
V=\sum_{\mathbf g}V_{\mathbf g}(z)e^{i\mathbf g\cdot\mathbf r}.
\label{eq:lateral}
\end{equation}
Two derivatives along the surface bring down a factor $-g^2$. Poisson's equation $\nabla^2V=-4\pi n$ therefore separates into
\begin{equation}
V_{\mathbf g}''(z)-g^2V_{\mathbf g}(z)=-4\pi\rho_{\mathbf g}(z).
\label{eq:components}
\end{equation}
In vacuum the right-hand side vanishes. For $g\neq0$ the solutions are $e^{\pm gz}$, and in the gap between two slabs the potential is a sum of two parts, each decaying exponentially away from one of the faces. The surface structure is thus invisible in the middle of a gap that is wide compared with $1/g$ for the smallest $g$ present. That length grows with the size of the surface cell, so a larger surface cell needs a wider gap. The component $\mathbf g=0$ is the plane average, with $V_0=\phi$ and $\rho_0=\rho$:
\begin{equation}
\phi''(z)=-4\pi\rho(z).
\label{eq:poisson}
\end{equation}
In vacuum its solutions are linear in $z$ and do not decay. The long-range part of the interaction between the copies is contained in this one-dimensional equation.

\subsection{The isolated slab}

The reference is a single slab with no external field. A solution of \eqref{eq:poisson} is
\begin{equation}
\phi_{\rm iso}(z)=-2\pi\int_a^b|z-z'|\,\rho(z')\,dz' .
\label{eq:iso}
\end{equation}
To verify it, note that the slope of $|z-z'|$ jumps from $-1$ to $+1$ at $z=z'$, so its second derivative is $2\delta(z-z')$. Two derivatives of \eqref{eq:iso} then give $-2\pi\cdot2\rho(z)=-4\pi\rho(z)$.

Above the slab, $z>b$, the modulus is $z-z'$, and
\begin{equation}
\phi_{\rm iso}=-2\pi\left[z\int_a^b\rho\,dz'-\int_a^b z'\rho\,dz'\right]=+2\pi m .
\label{eq:above}
\end{equation}
The first integral vanishes by \eqref{eq:neutral}. Below the slab, $z<a$, the modulus is $z'-z$, both signs reverse, and
\begin{equation}
\phi_{\rm iso}=-2\pi m .
\label{eq:below}
\end{equation}
The potential is constant on each side, so there is no outer field, as required of the reference. The two constants differ by
\begin{equation}
\Delta\phi=\phi_{\rm iso}(z>b)-\phi_{\rm iso}(z<a)=4\pi m .
\label{eq:step}
\end{equation}
This step is physical. The potential energy of an electron at rest in the vacuum is $-\phi$, so it is lower by $4\pi m$ on the side towards which $m$ points. If the slab has one common Fermi level, its two faces have work functions that differ by this amount.

\subsection{The periodic slab}

Now keep the same density and require $\phi$ to have the period $L$. Within the cell, the periodic and isolated potentials have the same second derivative. Their difference has zero second derivative and is therefore linear:
\begin{equation}
\phi_{\rm per}(z)=\phi_{\rm iso}(z)+Az+B .
\label{eq:linear}
\end{equation}
Two conditions apply at the cell boundary, which lies in vacuum. The slope must agree at $z=\pm L/2$. It equals $A$ at both ends because $\phi_{\rm iso}$ is flat there, so neutrality has already met this condition. The value must agree too. With \eqref{eq:above} and \eqref{eq:below},
\begin{align}
0&=\phi_{\rm per}(L/2)-\phi_{\rm per}(-L/2)\nonumber\\
&=\left(2\pi m+\tfrac12AL+B\right)-\left(-2\pi m-\tfrac12AL+B\right)\nonumber\\
&=4\pi m+AL .
\label{eq:match}
\end{align}
Hence $A=-4\pi m/L$, and
\begin{equation}
\phi_{\rm per}(z)=\phi_{\rm iso}(z)-\frac{4\pi m}{L}z+B .
\label{eq:per}
\end{equation}
The added field is minus the slope of the added potential:
\begin{equation}
E_{\rm sp}=+\frac{4\pi m}{L}.
\label{eq:field}
\end{equation}
The number in \eqref{eq:dimension} is $C=4\pi$, and the field points along $m$.

The isolated slab needs different potentials on its two sides. A periodic potential must return to its starting value after one period, so the step $4\pi m$ has to be undone by a fall of the same size. Since no charge is available in the vacuum to produce a sudden fall, it is spread evenly over the whole period. On the plane average, the slab behaves as if the two planes $z=\pm L/2$ were electrodes joined to each other and so held at equal potential.

The linear term in \eqref{eq:per} extends through the slab as well as the vacuum. This is why $L$ is the full period and not the width of the gap. The constant $B$ has no effect on the field. Setting the average potential to zero, as the Fourier solution used below does, fixes $B$; the slope is fixed by periodicity itself.

\subsection{The moment and the choice of cell}

The moment must be evaluated over a cell whose boundary lies in vacuum. To see what another choice would give, take a window from $\zeta$ to $\zeta+L$ with arbitrary $\zeta$, and use $\rho=E'/4\pi$, which is \eqref{eq:poisson} written for the periodic field $E$. Integration by parts gives
\begin{align}
m_\zeta=\int_\zeta^{\zeta+L}z\rho\,dz
&=\frac1{4\pi}\Big[zE\Big]_\zeta^{\zeta+L}-\frac1{4\pi}\int_\zeta^{\zeta+L}E\,dz\nonumber\\
&=\frac{L\,E(\zeta)}{4\pi}.
\label{eq:window}
\end{align}
The boundary term was simplified with $E(\zeta+L)=E(\zeta)$. The last integral is the potential difference over one period, which vanishes. Thus $E(\zeta)=4\pi m_\zeta/L$ for any window. If $\zeta$ lies in vacuum, this is a second derivation of \eqref{eq:field}. If $\zeta$ lies inside the slab, $m_\zeta$ measures the local field at the cut, which includes the slab's own internal field. It is then of no use for the correction.

\subsection{A worked slab}

Take two Gaussian charge sheets with round parameters: $+0.005\ e/\text{bohr}^2$ centred at $z=1$ bohr, with width 0.8 bohr, and $-0.005\ e/\text{bohr}^2$ centred at $z=-1$ bohr, with width 1.2 bohr. Here the width is the standard deviation. Each Gaussian is symmetric about its centre, so the widths do not affect the moment:
\begin{equation}
m=0.005\times[1-(-1)]=0.010\ e/\text{bohr}.
\label{eq:mnumber}
\end{equation}
The step \eqref{eq:step} is $4\pi\times0.010=0.12566$ Ha/$e$, or 3.42 V. For $L=40$ bohr the spurious field is
\begin{equation}
E_{\rm sp}=\frac{0.12566}{40}=3.142\times10^{-3}\ \text{Ha}/(e\,\text{bohr}),
\label{eq:fieldnumber}
\end{equation}
which is 0.162 V/\AA. The numerical Fourier solution gives $6.283\times10^{-3}$, $3.142\times10^{-3}$ and $1.571\times10^{-3}$ in the same atomic unit for $L=20$, 40 and 80 bohr. Doubling the period halves the field, so adding vacuum removes the error slowly.

The potential difference between two points at $\pm h$ in the vacuum shows the same slow approach. From \eqref{eq:per},
\begin{equation}
\phi_{\rm per}(h)-\phi_{\rm per}(-h)=4\pi m\left(1-\frac{2h}{L}\right).
\label{eq:rawstep}
\end{equation}
With $h=10$ bohr and $L=40$ bohr the bracket is one half. The computed difference is 0.06283 Ha/$e$, half the true step. Since the potential is sloping, the value also depends on $h$, and neither vacuum level can be read off directly.

Moving the window so that it begins at $z=0$, inside the charge, changes the computed moment from 0.010 to $-0.128\ e/\text{bohr}$. Even the sign is wrong for the correction, in line with \eqref{eq:window}.

The restriction to plane averages can be checked with charges that have lateral structure. In a square surface cell of side 6 bohr, place Gaussian charges of $+0.18\,e$ and $-0.18\,e$ at different lateral positions and at heights of 1 and $-1$ bohr. The moment is
\begin{equation}
m=\frac{0.18\times1+(-0.18)\times(-1)}{6^2}=0.010\ e/\text{bohr}.
\label{eq:m3d}
\end{equation}
For $L=48$ bohr, a three-dimensional Fourier sum gives the field $2.618\times10^{-3}$ Ha/($e$ bohr) above two different surface sites at a height of 20 bohr. This agrees with $0.12566/48$. The slowest lateral component has $g=2\pi/6\approx1.05\ \text{bohr}^{-1}$ and the exponential $e^{-gz}$ falls by a factor of about $e^{20}$ over the 19 bohr from the centre of the upper charge.

\section{The compensating sheet, the energy and the response}

\subsection{Results carried over}

The slab is neutral, has plane-averaged charge density $\rho(z)$ and dipole per area $m=\int z\rho\,dz$, and lies at $a<z<b$ in a cell of period $L$. The potential $\phi$ refers to a positive unit charge. When isolated, the slab has the flat outer potentials $\pm2\pi m$, by \eqref{eq:above} and \eqref{eq:below}. When repeated, the same density has the potential \eqref{eq:per}, which contains the additional field $E_{\rm sp}=4\pi m/L$ of \eqref{eq:field}.

For a fixed density, periodicity adds to the potential of the isolated neutral slab a uniform field $4\pi m/L$ along its dipole, which adding vacuum removes only slowly. It remains to cancel this field with a dipole sheet in the vacuum, to correct the energy and forces, and to account for the response of the density.
